# Ion transport in a continuum electrolyte: Boltzmann-preserving fluxes and positive implicit steps

## The decision: equilibrated or moving ions

When a charged electrode surface is calculated with a continuum electrolyte beside it, one must decide whether the ions are equilibrated at each electrode potential or carried there by transport in time. The first choice sets ion concentrations by Boltzmann factors. The second needs a flux, a time step and a rule for updating the potential. A good transport scheme should end in the equilibrium that the first choice assumes, without passing through negative concentrations.

The Scharfetter-Gummel flux with backward Euler steps does this, with two qualifications. The Boltzmann ratio is exact for the *computed* potentials at the grid nodes, which carry a grid error of their own. And the word "implicit" does not guarantee positivity: Crank-Nicolson steps are implicit and can fail.

The model is one-dimensional: a 1:1 salt between two electrodes a distance $L$ apart, point ions, constant permittivity $\varepsilon$ and diffusivities $D_s$, and no reactions. The potential $\phi$ is in units of $kT/e$, and the concentrations $c_\pm$ are relative to the initial salt density $n_0$. Then

$$J_s=-D_s(c_s'+z_sc_s\phi'),\qquad \phi''=-\kappa(c_+-c_-),$$

$$\kappa=\frac1{2\lambda^2},\qquad \lambda^2=\frac{\varepsilon kT}{2e^2n_0}.$$

Here $\lambda$ is the Debye length. At each electrode a compact layer of capacitance $C_S$ per area separates metal and ions. It enters through the length $\ell=\varepsilon/C_S$. The electrodes are at $\pm V/2$, the left one positive.

## The flux between two nodes

On a link of length $h$ take $J$ and $\phi'$ constant, and set $u=z(\phi_{i+1}-\phi_i)$, so that $z\phi'=u/h$. Multiplying the flux law by $e^{ux/h}$ turns its right side into a derivative:

$$\left(c\,e^{ux/h}\right)'=-\frac JD e^{ux/h}.$$

Integration from $0$ to $h$ gives

$$c_{i+1}e^u-c_i=-\frac{Jh}{D}\,\frac{e^u-1}{u}.$$

With $B(u)=u/(e^u-1)$ and $B(0)=1$, this is

$$J=\frac Dh B(u)\left[c_i-e^uc_{i+1}\right].$$

Multiplying numerator and denominator of $B(-u)=-u/(e^{-u}-1)$ by $e^u$ shows that $B(-u)=e^uB(u)$. Hence

$$J=\frac Dh\left[B(u)c_i-B(-u)c_{i+1}\right].$$

Since $B(u)>0$, zero flux holds if and only if $c_{i+1}/c_i=e^{-u}$, for any link length. For $u\to0$ the formula becomes ordinary diffusion. For large positive $u$, $B(u)\to0$ and $B(-u)\to u$, so the flux is drift fed by the node from which the ions come.

Centred differences use the mean concentration in the drift term:

$$J=\frac Dh\left[\left(1-\frac u2\right)c_i-\left(1+\frac u2\right)c_{i+1}\right].$$

Their zero-flux ratio is $(1-u/2)/(1+u/2)$, which is negative for $|u|>2$. At $u=3$ it is $-0.5/2.5=-0.20$, while the Boltzmann ratio is 0.0498. Two-node relaxation runs with the two fluxes ended at $-0.20000$ and $0.04979$.

## Positivity of the time step

Let $v_i$ be the length of grid cell $i$. Backward Euler evaluates the fluxes at the new time:

$$v_i\frac{c_i^{new}-c_i^{old}}{\Delta t}+J_{i+1/2}-J_{i-1/2}=0.$$

The flux through each wall is zero. Summed over $i$, the interior fluxes cancel in pairs, so each species keeps its total content $\sum_iv_ic_i$.

Suppose the old values are not negative, and let $S$ be the set of nodes with $c^{new}<0$. Sum the equations over $S$, multiplied by $\Delta t$:

$$\sum_Sv_ic_i^{new}+\Delta t\,(\text{net flux out of }S)=\sum_Sv_ic_i^{old}.$$

Across a boundary of $S$, the outward flux is a positive number times a negative inside value, minus a positive number times a non-negative outside value. It is therefore not positive. If $S$ had any member, the left side would be negative and the right side would not. So $S$ is empty.

A zero is excluded too. If $c_i^{new}=0$, the left side of equation $i$ is minus an inflow, and the right side is not negative; the inflow must vanish and the neighbours must be zero. Repeating this from node to node makes the total content zero, contrary to its conservation. The result holds for every $\Delta t$ and every potential, in exact arithmetic. A test with 600 random steps, many starting with empty nodes, gave no zero or negative value.

Other time steps behave differently. Write the net outflow from node $i$ as $(Kc)_i$. An explicit step gives

$$c_i^{new}=\left(1-\frac{\Delta tK_{ii}}{v_i}\right)c_i^{old}+\text{inflow},$$

so positivity for all starting data requires $\Delta t\le\min_i v_i/K_{ii}$. Crank-Nicolson uses the mean $m=(c^{new}+c^{old})/2$ in the flux. Putting $c^{new}-c^{old}=2(m-c^{old})$ into $v(c^{new}-c^{old})=-\Delta tKm$ gives

$$\left(v+\frac{\Delta t}{2}K\right)m=v\,c^{old},\qquad c^{new}=2m-c^{old}.$$

Thus $m$ is a backward Euler result for half the step. Wherever it falls below half the old value, $c^{new}$ is negative. For a single occupied node of unit concentration, and a step of 20 explicit limits, the lowest value was $-0.816$; backward Euler gave $6.8\times10^{-6}$.

## Solving ions and potential together

With $q_i=v_i(c_{+,i}-c_{-,i})$, Poisson's equation on the grid is $A\phi=\kappa q+b$. At the left electrode it reads

$$\frac{\phi_0-\phi_1}{h}+\frac{\phi_0-V/2}{\ell}=\kappa q_0.$$

The matrix $A$ is symmetric and positive definite. For given $\phi$, the linear ion equations yield positive concentrations $c(\phi)$. What remains is one equation for the potential,

$$G(\phi)=A\phi-\kappa q(c(\phi))-b=0.$$

Newton's method can be applied to this equation alone. Its derivative follows from differentiating the ion equations, with

$$\frac{dJ}{du}=\frac Dh\left[B'(u)c_i+B'(-u)c_{i+1}\right].$$

Once $\phi$ has converged, the ions are solved once more. Positivity then does not depend on how tightly Newton's method converged.

A solution exists for every $\Delta t$. Non-negative concentrations with fixed contents form a closed, bounded, convex set. The map from concentrations to potential by Poisson's equation, and back to $c(\phi)$, is continuous and stays in this set. Brouwer's theorem gives a fixed point, which solves the coupled step. This argument does not show that Newton's method converges from every start, so damping remains useful.

## Why charging ends in equilibrium

The free energy per area, in units of $kTn_0$ times length and with the voltage source included, is, apart from a constant,

$$F=\sum_{s,i}v_ic_{s,i}(\ln c_{s,i}-1)+\frac\kappa2q^TA^{-1}q+q^TA^{-1}b.$$

Its derivative with respect to $v_ic_{s,i}$ is $\mu_{s,i}=\ln c_{s,i}+z_s\phi_i$, because $A^{-1}(\kappa q+b)=\phi$. The first term is strictly convex, the second convex and the third linear. A convex function lies above its tangent at the new state, so

$$F^{new}-F^{old}\le\sum_{s,i}v_i\mu_{s,i}^{new}(c_{s,i}^{new}-c_{s,i}^{old})=\Delta t\sum_{s,\,links}J\,\Delta\mu.$$

The equality inserts the time step and collects the two terms in which each link flux appears. Since $\Delta\mu=\ln(c_{i+1}/c_i)+u$,

$$J\Delta\mu=\frac DhB(u)c_i\left(1-e^{\Delta\mu}\right)\Delta\mu\le0.$$

$F$ is bounded below on the allowed set, so at fixed $\Delta t$ the sum of all these losses is finite and each loss tends to zero. With $p=c_i$ and $r=e^uc_{i+1}$, a loss is proportional to $(p-r)\ln(p/r)\ge(p-r)^2/\max(p,r)$. Concentrations and potentials are bounded, so $p-r$, and with it every flux, tends to zero. Any limit point therefore has Boltzmann ratios and makes $F$ stationary at fixed ion contents. Strict convexity allows one such state, and the scheme converges to it.

This connects the two choices in the opening question. Equilibrated ions are the long-time limit of the transport scheme, provided that both use the same ion contents. An equilibrium calculation can instead fix the bulk concentration, as if a reservoir were attached. In a narrow closed gap the two conditions differ.

## The time scales that decide

For a weak voltage and equal diffusivities, let $\rho=c_+-c_-$, measure $x$ from the middle and set $a=L/2$. Subtracting the linearized ion equations gives $\dot\rho=D(\rho''+2\phi'')=D(\rho''-\rho/\lambda^2)$. The slowest charging mode is $\rho=e^{-\gamma t}\sinh kx$ with $k^2=1/\lambda^2-\gamma/D$. Omitting the common time factor, Poisson's equation gives

$$\phi=-\frac{\sinh kx}{2\lambda^2k^2}+\beta x.$$

Zero ion flux at $x=a$ means $\rho'+2\phi'=0$, hence

$$\beta=\frac{\cosh ka}{2}\left(\frac1{\lambda^2k}-k\right).$$

The compact layer requires $\phi(a)+\ell\phi'(a)=0$ for the decaying part. Inserting $\phi$ and dividing by $\cosh ka$:

$$\frac{a+\ell}{2}\left(\frac1{\lambda^2k}-k\right)=\frac{\tanh ka}{2\lambda^2k^2}+\frac{\ell}{2\lambda^2k}.$$

For $\lambda,\ell\ll a$ the rate is small compared with $D/\lambda^2$. Then $k\approx1/\lambda$, $\tanh ka\approx1$, and the bracket is $(1/\lambda^2-k^2)/k\approx\gamma\lambda/D$. To leading order $a+\ell\approx a$, so $\gamma\lambda a/D=1+\ell/\lambda$, or

$$\tau=\frac1\gamma\approx\frac{\lambda^2a}{D(\lambda+\ell)}.$$

This is a resistance-capacitance time: the resistance of half the gap, $a\lambda^2/(\varepsilon D)$, times the series capacitance $\varepsilon/(\lambda+\ell)$.

At higher voltages the layers also take up neutral salt, which diffusion must redistribute. Adding the linearized ion equations gives $\dot n=Dn''$ for $n=c_++c_-$, with $n'=0$ at the walls. With $x$ measured from an electrode, the slowest mode is $\cos(\pi x/L)$, which decays in the time $L^2/(\pi^2D)$. This mode is odd about the middle, so it appears only when the salt distribution becomes unequal on the two sides. With unequal diffusivities the ions carry unequal shares of the current, and the mode appears even at a weak voltage, though weakly (about 0.3 % of the charge rise for the cell of the example below); for thin layers, $D$ in its decay time is then $2D_+D_-/(D_++D_-)$. In a fully symmetric cell the slowest mode excited is $\cos(2\pi x/L)$, which decays four times faster. In a wide gap either time is much longer than $\tau$. Except at a weak voltage with equal diffusivities, full equilibrium has to wait for this redistribution.

## Why the potential must not lag

A cheaper scheme moves the ions in the old potential and then updates the potential. Concentrations remain positive, but stability is lost at large steps. In a uniform salt with equal $D$, a weak pattern $\rho\propto\cos kx$, with $k=2\pi/L$ and $x$ now measured from an electrode, obeys

$$(1+\Delta tDk^2)\rho^{new}=\left(1-\frac{\Delta tD}{\lambda^2}\right)\rho^{old},$$

because diffusion is new and drift is old. The growth factor per step is

$$g=\frac{1-\Delta tD/\lambda^2}{1+\Delta tDk^2}.$$

For long waves, $|g|<1$ requires about $\Delta t<2\lambda^2/D$. If the drift is new as well, $g=1/(1+\Delta tDk^2+\Delta tD/\lambda^2)$, which lies between zero and one.

The electrode charge can hide this instability. Let $s=(V/2-\phi_0)/\ell$ be the left electrode charge in units of $\varepsilon kT/e$. The ions are neutral in total, so $\phi'=-s$ at both walls. Integrating by parts,

$$\phi(0)-\phi(L)=-\left[x\phi'\right]_0^L+\int_0^Lx\phi''dx=Ls-\kappa\int_0^Lx\rho\,dx.$$

Adding the two compact-layer drops $2\ell s$ gives $V$, and therefore

$$s=\frac{V+\kappa\int_0^Lx\rho\,dx}{L+2\ell}.$$

Only the dipole moment of the ions enters. Changes in the ion pattern that leave this moment the same do not show in the charge. A neutral pattern symmetric about the middle, which has no dipole moment, is the simplest case.

## A 100 nm gap with 10 mM salt

The example has 298 K, relative permittivity 78, $C_S=20$ µF/cm² and 0.4 V applied. The cation and anion diffusivities are $1.3\times10^{-5}$ and $2.0\times10^{-5}$ cm²/s. These give $\lambda=3.03$ nm and $\ell=3.45$ nm.

Before the ions move, the charge is $C_SV\ell/(L+2\ell)$ with $V$ in volts: $20\times0.4\times3.453/106.9=0.258$ µC/cm². It then grows as follows, with the time-step error reduced by extrapolation from 120 and 240 steps:

| Time (ns) | Charge (µC/cm²) |
|---:|---:|
| 8.6 | 0.588 |
| 31.9 | 1.211 |
| 95.1 | 1.936 |
| 267 | 2.321 |
| 2000 | 2.409 |

The rise reaches 63.2 % after 58 ns. For a weak voltage and $D=1.5\times10^{-5}$ cm²/s for both ions, the mode equation gives 48.9 ns and the solver agrees within 0.1 %. The thin-layer formula gives $9.19\times50/(1.5\times6.49)=47.2$ ns, with $D=1.5$ nm²/ns. The 58 ns run differs in both voltage and diffusivities, so the difference cannot be assigned to one of them.

At the end, the compact layer takes $2.409/20=0.120$ V and the diffuse layer 0.080 V at each electrode. The latter is $0.0795/0.02568=3.10$ in units of $kT/e$. The cation concentration rises from 8.38 mM in the middle to 185.5 mM at the negative wall, a ratio of 22.1, equal to the Boltzmann factor of the computed potentials. The last digits carry the grid error: in the continuum limit the wall value is 185.8 mM and the ratio 22.2. The middle has lost 16 % of its initial 10 mM to the layers; a fixed bulk concentration of 10 mM would miss this and give a charge about 2.5 % higher. The final charge exceeds that of the continuous Poisson-Boltzmann problem with the same ion content by 0.03 %. This difference fell by a factor of 3.99 when the grid was refined from 61 to 121 nodes, as expected for a second-order error.

The lowest concentration during charging was 0.23 mM, reached by the anion at the negative wall, below the final value $8.38/22.1=0.38$ mM of the repelled ion at the wall. Temporary salt depletion near an electrode may explain it, but this was not tested separately.

The explicit limit on this grid, at the final potential, is $8.2\times10^{-4}$ ns; the implicit run used steps up to 49.5 ns. With a lagged potential and 50 ns steps, the potential still changed by some 80 to 100 $kT/e$ per step (85.5 in the run below; the value depends on grid and step count), while the electrode charge changed by less than 0.1 % of the equilibrium charge. This steady charge was not the equilibrium one: it stayed near 1.1 µC/cm², less than half of it. The lowest concentration was still positive. In the uncharged cell with $D=1.5\times10^{-5}$ cm²/s the measured growth factor was $-5.53$, as the formula predicts.

## How far the numbers carry to real electrodes

The inputs are rough values for a dilute aqueous salt. By the thin-layer formula, a 1 cm gap would have a weak-voltage charging time $10^5$ times longer, about 5 ms. Its salt diffusion time $L^2/(\pi^2D)$ would be about 2 hours in a liquid without convection, against 0.64 µs in the 100 nm gap, both with $D=2D_+D_-/(D_++D_-)=1.58\times10^{-5}$ cm²/s. The result depends strongly on the assumed compact-layer capacitance: halving it lowers the final charge from 2.41 to 1.45 µC/cm², or by 40 %. The field in that layer, taken as 0.35 nm thick, is 3.4 MV/cm, so a constant permittivity there is doubtful. The image energy of an ion 0.35 nm from a bare metal is about 0.5 $kT$ in size, enough to change a wall concentration by a factor of 1.7; the compact layer's low permittivity acts against it and can turn the attraction into repulsion. The limiting law for ion activity gives $\ln\gamma_{ion}=-0.12$ at the initial 10 mM and $-0.36$ at the wall, where it is beyond its range. Crowding is smaller, with 2.4 % of the volume at the wall occupied if each ion takes a cube of 0.6 nm side. A reaction current of 10 mA/cm² would pass 0.8 % of the stored charge in 2 µs, but over longer times it would break the assumption of blocking electrodes. A bath at 323 K would speed transport by roughly 1.65 if diffusivities rise by 2 % per kelvin.

## Choosing the settings

- Use equilibrated ions when the electrode potential changes slowly compared with $\tau$ and, unless the voltage is weak and the diffusivities are equal, also with the salt diffusion time $L^2/(\pi^2D)$. In a trajectory of picoseconds beside this gap, ions that follow instantly represent a thermal average, not their motion.
- In a closed narrow gap, fix the ion content. Fix the bulk concentration when a reservoir is connected.
- For moving ions, use the Scharfetter-Gummel flux with backward Euler, and solve potential and ions together. Choose $\Delta t$ for accuracy: at 95 ns the 240-step run was 0.3 % below the extrapolated charge.
- If the potential must lag, begin well below $2\lambda^2/D$. Steps of 1.11 ns, one fifth of the Debye time $\lambda^2/D$ at the mean diffusivity, settled here.
- Judge convergence by the potential at all nodes as well as by the electrode charge.
- Refine the grid until the charge is steady. Correct Boltzmann ratios do not show that the grid is fine enough, since they hold on any grid.

The numerical output below gives the remaining digits.

## Table of computed values

```
temperature 298 K, relative permittivity 78
salt 10 mM, gap 100 nm, applied 0.4 V
D cation, anion: 1.3e-05, 2.0e-05 cm2/s
compact layer C_S 20 uF/cm2, ell 3.453 nm
kT/e 25.68 mV, applied 15.58 kT/e
Debye length 3.032 nm, Debye time 5.57 ns
flux formula vs ODE, max relative error 9e-10
frozen potentials: max log error vs Boltzmann 3e-14
u = 3: Boltzmann ratio 0.04979
  Scharfetter-Gummel 0.04979, centred -0.20000
random implicit steps 600, lowest c 7.0e-39 (relative)
spike, step = 20 explicit limits: lowest c (relative)
  Crank-Nicolson -0.816, backward Euler 6.8e-06
nodes 121, link min 0.059 nm, max 2.11 nm
small-signal time, D = 1.5e-05 cm2/s both ions:
  mode equation 48.92 ns, solver 48.94 ns, thin layer 47.24 ns
time (ns), charge (uC/cm2) with 120 steps, 240 steps, extrapolated
      0.0 0.2584 0.2584 0.2584
      8.6 0.5859 0.5867 0.5875
     31.9 1.2034 1.2071 1.2108
     95.1 1.9227 1.9293 1.9360
    266.9 2.3143 2.3175 2.3208
    733.3 2.4004 2.4009 2.4014
   2000.0 2.4085 2.4086 2.4086
time to 63.2 % of the charge rise 57.9 ns
time-step error ratio on halving 1.96
lowest c during charging 0.2277 mM
free energy change -0.4065 uJ/cm2
final charge 2.4090 uC/cm2
  Poisson-Boltzmann 2.4082 uC/cm2
grid error ratio 61 to 121 nodes 3.99
final cation: wall 185.5 mM, middle 8.378 mM
  ratio 22.1468, Boltzmann 22.1468
  max log error per link 1e-12
drop: diffuse 0.0795 V, compact 0.1205 V per electrode
explicit step limit 8.2e-04 ns, largest step used 49.5 ns
lagged growth per 50 ns step, symmetric pattern: -5.526, formula -5.525
late potential change per 50 ns step: lagged 85.50, coupled 9e-07 kT/e
  lagged: charge jump / final charge 0.000, lowest c 4.5e-03 (relative)
  lagged, step 1.11 ns: 2e-05 kT/e, charge 2.4082 uC/cm2
C_S halved: final charge 1.4500 uC/cm2
wall field: diffuse 0.349 MV/cm, compact 3.4 MV/cm (0.35 nm)
image energy at 0.35 nm 0.51 kT (size)
ln activity coefficient: bulk -0.119, wall -0.362
ion volume fraction at wall 2.4 % (0.6 nm ions)
permittivity at wall field 76.8 (rough)
leak of 10 mA/cm2 over the run 0.83 % of charge
heating, upper bound 0.023 K
bath at 323 K, D +2 %/K: rates x 1.65 (rough)
```
